**Low-pressure activation energy in Hinshelwood's model**

For `s` classical oscillators, threshold `E0` and strong hard-sphere collisions, the leading-term activation energy is `Ea = E0 - (s - 3/2) kT`, where `k` is Boltzmann's constant and `T` the temperature. For 200 kJ/mol, ten oscillators and 600 K the program prints 157.6 kJ/mol; the full classical tail gives 158.9 kJ/mol. It asserts the leading formula by symbolic differentiation and the full-tail formula by quadrature with finite temperature differences and by phase-space sampling. It also asserts that the mean-energy formula for quantum oscillators agrees with a temperature derivative, that the passage-time formula for weak collisions agrees with a random-walk eigenvalue, and that Kassel's fall-off integral has the right low- and high-pressure limits. With rough parameters in the regime of disilane in nitrogen, 18 quantum modes give about 182 kJ/mol, and the weak-collision extreme for ten classical oscillators gives about 146 kJ/mol. In the classical Kassel model at 1 Torr, the rate is 1.4% of the low-pressure law, so that limit does not describe the example at this pressure.

## Numerical verification

```python
"""
Result under test: for Hinshelwood activation with s classical oscillators,
threshold E0 and strong hard-sphere collisions, the low-pressure activation
energy is Ea = E0 - (s - 3/2) kT in the leading-term approximation.
Symbols: T temperature, k Boltzmann constant, x = E0/kT, Z hard-sphere
collision rate constant, P thermal fraction above threshold, k0 = Z P,
S = P divided by its leading term, Ea = kT d ln(k0)/d ln(T).
Energies are in eV unless a name says otherwise; collision data are in SI.
The example has rough parameters in the regime of disilane in nitrogen.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import gammainc, gammaln

k_ev = const.k / const.e
kj_per_ev = const.e * const.N_A / 1000.0
temperature = 600.0
s = 10
threshold = 200.0 / kj_per_ev
kT = k_ev * temperature
x0 = threshold / kT

# Rough example parameters
diameter = 0.45e-9
mass_molecule = 62.0 * const.atomic_mass
mass_bath = 28.0 * const.atomic_mass
reduced_mass = mass_molecule * mass_bath / (mass_molecule + mass_bath)
prefactor = 1.0e15


def activation_energy(rate, T=temperature):
    """Central logarithmic temperature derivative, in eV."""
    h = 1.0e-3
    change = math.log(rate(T * (1 + h)) / rate(T * (1 - h)))
    return k_ev * T * change / math.log((1 + h) / (1 - h))


def collision_constant(T):
    return math.pi * diameter**2 * math.sqrt(
        8 * const.k * T / (math.pi * reduced_mass))


def collision_constant_quadrature(T):
    """Average cross section times speed over the Maxwell distribution."""
    a = reduced_mass / (2 * const.k * T)
    top = 12.0 / math.sqrt(2 * a)
    mean = quad(lambda v: 4 * math.pi * (a / math.pi)**1.5
                * v**3 * math.exp(-a * v * v), 0, top, epsrel=1e-11)[0]
    return math.pi * diameter**2 * mean


def tail_quadrature(T):
    """Thermal fraction above threshold from the energy distribution."""
    e = k_ev * T

    def weight(E):
        return E**(s - 1) * math.exp(-E / e)
    above = quad(weight, threshold, threshold + 60 * e,
                 epsabs=0, epsrel=1e-10, limit=200)[0]
    below = quad(weight, 0, threshold,
                 epsabs=0, epsrel=1e-10, limit=200)[0]
    return above / (above + below)


def tail_series(x):
    return sum(math.factorial(s - 1)
               / (math.factorial(s - 1 - m) * x**m) for m in range(s))


def leading_tail(x):
    return math.exp((s - 1) * math.log(x) - x - gammaln(s))


# Collision rate and its temperature exponent
assert abs(collision_constant_quadrature(temperature)
           / collision_constant(temperature) - 1) < 1e-7
assert abs(activation_energy(collision_constant_quadrature) / kT - 0.5) < 1e-5

# Symbolic derivative of the leading-term rate constant
t, e0, n_osc = sp.symbols("t e0 n_osc", positive=True)
log_rate = sp.log(t) / 2 + (n_osc - 1) * sp.log(e0 / t) - e0 / t
symbolic_ea = sp.expand(t**2 * sp.diff(log_rate, t))
assert sp.simplify(symbolic_ea - e0 + (n_osc - sp.Rational(3, 2)) * t) == 0
ea_leading = threshold - (s - 1.5) * kT
assert round(ea_leading * kj_per_ev) == 158

# Full tail: finite temperature difference of quadratures against the series
S = tail_series(x0)
fraction_leading = leading_tail(x0)
fraction_full = fraction_leading * S
ea_full = kT * (0.5 + x0 / S)
assert abs(tail_quadrature(temperature) / fraction_full - 1) < 1e-7
ea_numeric = activation_energy(
    lambda T: collision_constant_quadrature(T) * tail_quadrature(T))
assert abs(ea_numeric - ea_full) < 1e-4 * kT

# First correction to the leading result, tested well inside its range
x_large = 400.0
correction = x_large / tail_series(x_large) - (x_large - (s - 1))
assert abs(correction / ((s - 1) / x_large) - 1) < 0.04

# Phase-space sampling at four times the temperature, then reweighting.
# Coordinates scaled by their frequencies have Gaussian distributions.
rng = np.random.default_rng(7)
gauss = rng.standard_normal((300000, 2 * s))
energy = 2.0 * np.sum(gauss**2, axis=1)
weights = 4.0**s * np.exp(-0.75 * energy) * (energy > x0)
sampled_fraction = weights.mean()
sampled_ea = kT * (np.sum(weights * energy) / weights.sum() - s + 0.5)
# Tolerances are several times the expected sampling errors
assert abs(sampled_fraction / fraction_full - 1) < 0.03
assert abs(sampled_ea - ea_full) < 0.05 * kT
del gauss

# First-order constant at fixed pressure
ea_fixed_pressure = activation_energy(
    lambda T: collision_constant(T) * leading_tail(threshold / (k_ev * T)) / T)
assert abs(ea_fixed_pressure - (ea_leading - kT)) < 1e-4 * kT

# Quantum count for 18 modes; every quantum is a multiple of 5 meV
step = 0.005
quanta = [54] * 6 + [22] * 6 + [15] * 2 + [10] * 3 + [3]
levels = np.zeros(1601)
levels[0] = 1.0
for quantum in quanta:
    for i in range(quantum, len(levels)):
        levels[i] += levels[i - quantum]
level_energy = step * np.arange(len(levels))
above = level_energy >= threshold


def quantum_tail(T):
    p = levels * np.exp(-level_energy / (k_ev * T))
    return p[above].sum() / p.sum()


population = levels * np.exp(-level_energy / kT)
quantum_mean = np.sum(population * level_energy) / population.sum()
planck_mean = sum(q * step / math.expm1(q * step / kT) for q in quanta)
assert abs(quantum_mean / planck_mean - 1) < 1e-6
quantum_above = (np.sum(population[above] * level_energy[above])
                 / population[above].sum())
ea_quantum = quantum_above - quantum_mean + kT / 2
assert abs(activation_energy(lambda T: math.sqrt(T) * quantum_tail(T))
           - ea_quantum) < 1e-3 * kT
assert ea_quantum > ea_full


# Weak-collision extreme: diffusion in energy with fixed mean square step
def passage_rate(x):
    """Inverse mean passage time for unit diffusion constant, energy in kT."""
    def integrand(y):
        return gammainc(s, y) / leading_tail(y)
    return 1.0 / quad(integrand, 0, x, epsabs=0, epsrel=1e-9, limit=300)[0]


cell = 0.05
cells = 500
centres = (np.arange(cells + 1) + 0.5) * cell
log_f = (s - 1) * np.log(centres) - centres
up = np.exp(0.5 * np.diff(log_f)) / cell**2
down = np.exp(-0.5 * np.diff(log_f)) / cell**2
loss = up.copy()
loss[1:] += down[:-1]
coupling = -np.ones(cells - 1) / cell**2
walk_rate = eigh_tridiagonal(loss, coupling, eigvals_only=True,
                             select="i", select_range=(0, 0))[0]
# One percent allows for finite cells and the short initial relaxation
assert abs(walk_rate / passage_rate(centres[-1]) - 1) < 0.01
ea_weak = activation_energy(
    lambda T: math.sqrt(T) / T**2 * passage_rate(threshold / (k_ev * T)))
assert ea_weak < ea_full

# Kassel fall-off at fixed bath-gas density
log_y = np.linspace(math.log(1e-9), math.log(300.0), 8001)
y_grid = np.exp(log_y)


def kassel_rate(T, density):
    x = threshold / (k_ev * T)
    total = x + y_grid
    distribution = np.exp((s - 1) * np.log(total) - total - gammaln(s))
    k_energy = prefactor * (y_grid / total)**(s - 1)
    frequency = collision_constant(T) * density
    effective = k_energy / (1 + k_energy / frequency)
    return float(np.sum(effective * distribution * y_grid)
                 * (log_y[1] - log_y[0]))


Z = collision_constant(temperature)
low_density = 1e-40 / Z
high_density = 1e30 / Z
assert abs(kassel_rate(temperature, low_density)
           / (1e-40 * fraction_full) - 1) < 1e-3
assert abs(kassel_rate(temperature, high_density)
           / (prefactor * math.exp(-x0)) - 1) < 1e-4
assert abs(activation_energy(lambda T: kassel_rate(T, low_density))
           - ea_full) < 0.01 * kT
assert abs(activation_energy(lambda T: kassel_rate(T, high_density))
           - threshold) < 0.001 * kT

falloff = []
for pressure in (1e-6, 1e-3, 1.0):
    density = pressure * const.torr / (const.k * temperature)
    frequency = Z * density
    ratio = kassel_rate(temperature, density) / (frequency * fraction_full)
    ea_p = activation_energy(lambda T: kassel_rate(T, density))
    speed = math.sqrt(8 * const.k * temperature / (math.pi * mass_molecule))
    falloff.append((pressure, frequency, ratio, ea_p, speed / frequency))
assert ea_full < falloff[0][3] < falloff[1][3] < falloff[2][3] < threshold


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


def show_energy(label, value):
    print(f"{label}: {value:.4f} eV = {value * kj_per_ev:.1f} kJ/mol")


show("temperature", temperature, "K", ".0f")
show("classical oscillators s", s, "", "d")
show_energy("threshold E0", threshold)
show("thermal energy kT", kT, "eV", ".5f")
show("x = E0/kT", x0, "", ".3f")
show("reduction (s-3/2)kT", (s - 1.5) * kT, "eV")
show_energy("Ea, Hinshelwood leading term", ea_leading)
show("tail series S", S)
show_energy("Ea, full classical tail", ea_full)
show("full minus leading Ea", ea_full - ea_leading, "eV", ".5f")
show("first correction (s-1)(kT)^2/E0", (s - 1) * kT**2 / threshold,
     "eV", ".5f")
show_energy("Ea, phase-space sampling", sampled_ea)
show("fraction above E0, leading", fraction_leading, "", ".3e")
show("fraction above E0, full", fraction_full, "", ".3e")
show("fraction above E0, sampled", sampled_fraction, "", ".3e")
show("bare Boltzmann factor exp(-x)", math.exp(-x0), "", ".3e")
show("mean thermal energy, classical", s * kT, "eV")
show("mean excess above E0, classical",
     ea_full - threshold + (s - 0.5) * kT, "eV")
show_energy("Ea at fixed pressure, leading term", ea_fixed_pressure)
for T in (500.0, 700.0):
    show_energy(f"Ea at {T:.0f} K, leading term",
                threshold - (s - 1.5) * k_ev * T)
show("collision diameter (rough)", diameter * 1e9, "nm", ".2f")
show("molecule mass (rounded)", mass_molecule / const.atomic_mass, "u", ".0f")
show("bath mass (rounded)", mass_bath / const.atomic_mass, "u", ".0f")
show("collision constant Z", Z * 1e6, "cm3/s", ".3e")
show("k0, full classical tail", Z * fraction_full * 1e6, "cm3/s", ".3e")
print("18 rough vibrational quanta (meV): "
      + ", ".join(f"{quanta.count(q)} x {q * step * 1000:.0f}"
                  for q in sorted(set(quanta), reverse=True)))
show("mean thermal energy, 18 quantum modes", quantum_mean, "eV")
show("same divided by kT", quantum_mean / kT, "", ".2f")
show("mean excess above E0, quantum", quantum_above - threshold, "eV")
show_energy("Ea, 18 quantum modes", ea_quantum)
show_energy("Ea, 18 classical modes, leading term", threshold - 16.5 * kT)
show_energy("Ea, weak-collision extreme", ea_weak)
show("Kassel prefactor A (rough)", prefactor, "1/s", ".1e")
for pressure, frequency, ratio, ea_p, path in falloff:
    print(f"at {pressure:.0e} Torr: collision frequency {frequency:.2e} 1/s, "
          f"rate/low-pressure law {ratio:.3f}")
    print(f"at {pressure:.0e} Torr: Ea {ea_p:.4f} eV, "
          f"mean free path {path * 100:.2e} cm")
print("done: every assertion held")
```

Printed output:

```
temperature: 600 K
classical oscillators s: 10
threshold E0: 2.0729 eV = 200.0 kJ/mol
thermal energy kT: 0.05170 eV
x = E0/kT: 40.091
reduction (s-3/2)kT: 0.4395 eV
Ea, Hinshelwood leading term: 1.6334 eV = 157.6 kJ/mol
tail series S: 1.2784
Ea, full classical tail: 1.6472 eV = 158.9 kJ/mol
full minus leading Ea: 0.01387 eV
first correction (s-1)(kT)^2/E0: 0.01161 eV
Ea, phase-space sampling: 1.6475 eV = 159.0 kJ/mol
fraction above E0, leading: 2.860e-09
fraction above E0, full: 3.657e-09
fraction above E0, sampled: 3.678e-09
bare Boltzmann factor exp(-x): 3.880e-18
mean thermal energy, classical: 0.5170 eV
mean excess above E0, classical: 0.0656 eV
Ea at fixed pressure, leading term: 1.5817 eV = 152.6 kJ/mol
Ea at 500 K, leading term: 1.7066 eV = 164.7 kJ/mol
Ea at 700 K, leading term: 1.5601 eV = 150.5 kJ/mol
collision diameter (rough): 0.45 nm
molecule mass (rounded): 62 u
bath mass (rounded): 28 u
collision constant Z: 5.163e-10 cm3/s
k0, full classical tail: 1.888e-18 cm3/s
18 rough vibrational quanta (meV): 6 x 270, 6 x 110, 2 x 75, 3 x 50, 1 x 15
mean thermal energy, 18 quantum modes: 0.2806 eV
same divided by kT: 5.43
mean excess above E0, quantum: 0.0702 eV
Ea, 18 quantum modes: 1.8883 eV = 182.2 kJ/mol
Ea, 18 classical modes, leading term: 1.2197 eV = 117.7 kJ/mol
Ea, weak-collision extreme: 1.5135 eV = 146.0 kJ/mol
Kassel prefactor A (rough): 1.0e+15 1/s
at 1e-06 Torr: collision frequency 8.31e+00 1/s, rate/low-pressure law 0.413
at 1e-06 Torr: Ea 1.7014 eV, mean free path 5.45e+03 cm
at 1e-03 Torr: collision frequency 8.31e+03 1/s, rate/low-pressure law 0.145
at 1e-03 Torr: Ea 1.7622 eV, mean free path 5.45e+00 cm
at 1e+00 Torr: collision frequency 8.31e+06 1/s, rate/low-pressure law 0.014
at 1e+00 Torr: Ea 1.8829 eV, mean free path 5.45e-03 cm
done: every assertion held
```
